# Lloyd's impact-damage lifetime from Schottky supply and lucky free flights: verification in Python

```python
"""Lifetime of a dielectric damaged by thermally emitted, field-heated carriers.

Result under test:
  t(F) = Nc*lam/(p*flux0) * exp((phi-beta*sqrt(F))/kT) * exp(Eth/(lam*F))
F field (V/nm), phi barrier (eV), beta image-lowering coefficient,
Eth damage threshold (eV), lam mean free path (nm), Nc critical defect
density (1/nm^3), p bond-breaking chance per energetic collision,
flux0 = m (kT)^2/(2 pi^2 hbar^3), the emission prefactor (1/(nm^2 s)).
The charge e is one, so a field in V/nm acts as a force in eV/nm.
The independent side uses a numerical barrier maximum, a sum over metal
states in wavevector space, and a random simulation of free flights.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit

# Constants in eV, nm, s, K
k_B = const.k / const.e
hbar = const.hbar / const.e
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e18
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9

# Model parameters
eps_r, phi, Eth, lam, L, T0 = 2.25, 1.2, 2.0, 4.0, 100.0, 400.0
Nc, p = 0.01, 1e-6
fields = np.array([0.05, 0.10, 0.15])
F_use, F_stress = fields[0], fields[-1]
K = coulomb / (4 * eps_r)
kT = k_B * T0

# Derived formulas
beta = np.sqrt(coulomb / eps_r)
gamma = beta / kT
a = Eth / lam


def flux_formula(F, T=T0):
    th = k_B * T
    pre = th**2 / (2 * np.pi**2 * hbar2_over_m * hbar)
    return pre * np.exp(-(phi - beta * np.sqrt(F)) / th)


def life_formula(F, T=T0):
    return Nc * lam / (p * flux_formula(F, T)) * np.exp(a / F)


# Independent numerical side
def barrier(x, F):
    return phi - K / x - F * x


def barrier_top(F):
    res = minimize_scalar(lambda x: -barrier(x, F), bounds=(0.05, 20),
                          method="bounded", options={"xatol": 1e-9})
    return res.x, -res.fun


nodes, weights = np.polynomial.legendre.leggauss(80)


def flux_numeric(F, T=T0, fermi=5.0):
    """Outward velocity summed over occupied metal states above the top."""
    th = k_B * T
    e_top = fermi + barrier_top(F)[1]
    k_lo = np.sqrt(2 * e_top / hbar2_over_m)
    k_hi = np.sqrt(2 * (e_top + 40 * th) / hbar2_over_m)
    kt_hi = np.sqrt(2 * 40 * th / hbar2_over_m)
    kx = k_lo + (k_hi - k_lo) * (nodes + 1) / 2
    kt = kt_hi * (nodes + 1) / 2
    wx, wt = weights * (k_hi - k_lo) / 2, weights * kt_hi / 2
    energy = hbar2_over_m * (kx[:, None]**2 + kt[None, :]**2) / 2
    occupied = expit(-(energy - fermi) / th)
    velocity = hbar2_over_m / hbar * kx
    total = (wx * velocity) @ occupied @ (wt * 2 * np.pi * kt)
    return 2 / (2 * np.pi)**3 * total


def chance_numeric(F):
    d = Eth / F
    return quad(lambda s: np.exp(-s / lam) / lam, d, d + 40 * lam,
                epsabs=0, epsrel=1e-10)[0]


def life_numeric(F, T=T0):
    return Nc * lam / (p * flux_numeric(F, T) * chance_numeric(F))


rng = np.random.default_rng(12345)
n_carriers = 2_000_000


def simulate(F):
    """Count damaging collisions in the whole film and in its far half."""
    x = np.zeros(n_carriers)
    total = far = 0
    while x.size:
        free = rng.exponential(lam, x.size)
        x = x + free
        inside = x < L
        hit = inside & (free * F >= Eth)
        total += np.count_nonzero(hit)
        far += np.count_nonzero(hit & (x > L / 2))
        x = x[inside]
    return total, far


# Barrier, supply, damage events and lifetime at each field
sim_total, sim_life = [], []
for F in fields:
    x_top, top = barrier_top(F)
    assert abs(x_top / np.sqrt(K / F) - 1) < 1e-5
    assert abs(phi - top - beta * np.sqrt(F)) < 1e-9
    assert abs(flux_numeric(F) / flux_formula(F) - 1) < 1e-6
    total, far = simulate(F)
    P = np.exp(-a / F)
    expect_total = n_carriers * (L - Eth / F) / lam * P
    expect_far = n_carriers * (L / 2) / lam * P
    # five standard deviations of the counting noise
    assert abs(total - expect_total) < 5 * np.sqrt(expect_total)
    assert abs(far - expect_far) < 5 * np.sqrt(expect_far)
    density = far / (n_carriers * L / 2)
    t_sim = Nc / (p * flux_numeric(F) * density)
    assert abs(t_sim / life_formula(F) - 1) < 6 / np.sqrt(far)
    assert abs(life_numeric(F) / life_formula(F) - 1) < 1e-6
    sim_total.append(total / n_carriers)
    sim_life.append(t_sim)


# Field acceleration, crossover and activation energy
def log_slope(func, F, rel=1e-3):
    h = rel * F
    return (np.log(func(F + h)) - np.log(func(F - h))) / (2 * h)


root_part = gamma / (2 * np.sqrt(fields))
inverse_part = a / fields**2
for F, r, i in zip(fields, root_part, inverse_part):
    assert abs(-log_slope(life_numeric, F) / (r + i) - 1) < 1e-4
F_cross = (2 * a / gamma)**(2 / 3)
supply_slope = log_slope(flux_numeric, F_cross)
chance_slope = log_slope(chance_numeric, F_cross)
assert abs(supply_slope / chance_slope - 1) < 1e-4
assert log_slope(flux_numeric, F_use) < log_slope(chance_numeric, F_use)
assert log_slope(flux_numeric, F_stress) > log_slope(chance_numeric, F_stress)

activation = phi - beta * np.sqrt(fields) + 2 * kT
for F, Ea in zip(fields, activation):
    T1, T2 = T0 - 0.5, T0 + 0.5
    change = np.log(life_numeric(F, T1) / life_numeric(F, T2))
    assert abs(change / (1 / (k_B * T1) - 1 / (k_B * T2)) - Ea) < 1e-4

# Tangent extrapolations from the stress field to the low field
acc = root_part[-1] + inverse_part[-1]
ln_linear = acc * (F_stress - F_use)
ln_root = (gamma + 2 * a / F_stress**1.5) * (np.sqrt(F_stress) - np.sqrt(F_use))
ln_inverse = (a + gamma * F_stress**1.5 / 2) * (1 / F_use - 1 / F_stress)
ln_full = np.log(life_numeric(F_use) / life_numeric(F_stress))
s0, u0 = np.sqrt(F_stress), 1 / F_stress
slope_s = log_slope(lambda s: life_numeric(s**2), s0)
slope_u = log_slope(lambda u: life_numeric(1 / u), u0)
assert abs(slope_s * (np.sqrt(F_use) - s0) / ln_root - 1) < 1e-4
assert abs(slope_u * (1 / F_use - u0) / ln_inverse - 1) < 1e-4
assert ln_linear < ln_root < ln_full < ln_inverse

# Size of the effects left out of the supply law
x_m = np.sqrt(K / fields)
curvature = 2 * fields**1.5 / np.sqrt(K)
for F, x, c in zip(fields, x_m, curvature):
    h = 1e-3
    second = (barrier(x + h, F) - 2 * barrier(x, F) + barrier(x - h, F)) / h**2
    assert abs(-second / c - 1) < 1e-4
q = np.sqrt(hbar2_over_m * curvature) / (2 * np.pi * kT)
assert np.all(q < 1)
tunnel = np.pi * q / np.sin(np.pi * q)
for qi, factor in zip(q, tunnel):
    def integrand(y):
        return np.exp(-y) / (1 + np.exp(-y / qi))
    value = (quad(integrand, -60, 0, limit=200)[0]
             + quad(integrand, 0, 60, limit=200)[0])
    assert abs(value / factor - 1) < 1e-6
survive = np.exp(-x_m / lam)
ratio_change = tunnel[-1] * survive[-1] / (tunnel[0] * survive[0])


def row(label, values, fmt=".4g"):
    print(label + ": " + ", ".join(format(v, fmt) for v in values))


flux = flux_formula(fields)
life = life_formula(fields)
print(f"relative permittivity: {eps_r}")
print(f"barrier phi: {phi} eV; threshold Eth: {Eth} eV")
print(f"mean free path: {lam} nm; thickness: {L} nm")
print(f"temperature: {T0} K; kT: {kT:.5f} eV")
print(f"critical density: {Nc} nm^-3; bond-breaking chance: {p:.1e}")
print(f"image constant K: {K:.4f} eV nm")
print(f"beta: {beta:.4f} eV (V/nm)^(-1/2)")
print(f"gamma: {gamma:.3f} (V/nm)^(-1/2)")
print(f"a = Eth/(e lambda): {a:.3f} V/nm")
print(f"lowest field allowing damage: {Eth / L:.3f} V/nm")
print("Rows below: values at the three fields in order")
row("field (V/nm)", fields)
row("bias across film (V)", fields * L)
row("barrier maximum position (nm)", x_m)
row("barrier lowering (eV)", beta * np.sqrt(fields))
row("carrier flux (nm^-2 s^-1)", flux)
row("current density (A/m^2)", flux * const.e * 1e18)
row("threshold distance d (nm)", Eth / fields)
row("exponent a/F", a / fields)
row("chance P per free flight", np.exp(-a / fields))
row("damaging collisions per carrier, formula",
    (L - Eth / fields) / lam * np.exp(-a / fields))
row("damaging collisions per carrier, simulated", sim_total)
row("lifetime, formula (s)", life)
row("lifetime, simulated flights (s)", sim_life, ".3g")
row("lifetime, formula (years)", life / const.Julian_year)
row("acceleration, root part (nm/V)", root_part)
row("acceleration, inverse part (nm/V)", inverse_part)
row("acceleration, total (nm/V)", root_part + inverse_part)
row("apparent activation energy (eV)", activation)
row("tunnelling parameter q", q, ".3f")
row("tunnelling factor on supply", tunnel, ".3f")
row("chance to reach maximum unscattered", survive, ".3f")
print(f"crossover field: {F_cross:.4f} V/nm")
print("Lifetime ratio, lowest field to highest field:")
print(f"combined law: ln = {ln_full:.3f}, ratio = {np.exp(ln_full):.3e}")
print(f" part from supply: ln = {np.log(flux[-1] / flux[0]):.3f}")
print(f" part from damage chance: ln = {a / F_use - a / F_stress:.3f}")
for name, value in (("linear-F", ln_linear), ("root-F", ln_root),
                    ("inverse-F", ln_inverse)):
    print(f"{name} tangent: ln = {value:.3f}, ratio = {np.exp(value):.3e}, "
          f"lifetime = {life[-1] * np.exp(value):.3e} s")
print(f"factor on ratio from omitted supply effects: {ratio_change:.2f}")
print("tests ok")
```

It prints:

```
relative permittivity: 2.25
barrier phi: 1.2 eV; threshold Eth: 2.0 eV
mean free path: 4.0 nm; thickness: 100.0 nm
temperature: 400.0 K; kT: 0.03447 eV
critical density: 0.01 nm^-3; bond-breaking chance: 1.0e-06
image constant K: 0.1600 eV nm
beta: 0.8000 eV (V/nm)^(-1/2)
gamma: 23.209 (V/nm)^(-1/2)
a = Eth/(e lambda): 0.500 V/nm
lowest field allowing damage: 0.020 V/nm
Rows below: values at the three fields in order
field (V/nm): 0.05, 0.1, 0.15
bias across film (V): 5, 10, 15
barrier maximum position (nm): 1.789, 1.265, 1.033
barrier lowering (eV): 0.1789, 0.253, 0.3098
carrier flux (nm^-2 s^-1): 0.1636, 1.404, 7.305
current density (A/m^2): 0.02621, 0.2249, 1.17
threshold distance d (nm): 40, 20, 13.33
exponent a/F: 10, 5, 3.333
chance P per free flight: 4.54e-05, 0.006738, 0.03567
damaging collisions per carrier, formula: 0.000681, 0.1348, 0.7729
damaging collisions per carrier, simulated: 0.0007, 0.1344, 0.7728
lifetime, formula (s): 5.386e+09, 4.229e+06, 1.535e+05
lifetime, simulated flights (s): 5.32e+09, 4.25e+06, 1.54e+05
lifetime, formula (years): 170.7, 0.134, 0.004864
acceleration, root part (nm/V): 51.9, 36.7, 29.96
acceleration, inverse part (nm/V): 200, 50, 22.22
acceleration, total (nm/V): 251.9, 86.7, 52.18
apparent activation energy (eV): 1.09, 1.016, 0.9591
tunnelling parameter q: 0.301, 0.507, 0.687
tunnelling factor on supply: 1.167, 1.593, 2.592
chance to reach maximum unscattered: 0.639, 0.729, 0.772
crossover field: 0.1229 V/nm
Lifetime ratio, lowest field to highest field:
combined law: ln = 10.466, ratio = 3.509e+04
 part from supply: ln = 3.799
 part from damage chance: ln = 6.667
linear-F tangent: ln = 5.218, ratio = 1.846e+02, lifetime = 2.834e+07 s
root-F tangent: ln = 6.617, ratio = 7.475e+02, lifetime = 1.147e+08 s
inverse-F tangent: ln = 15.655, ratio = 6.296e+06, lifetime = 9.663e+11 s
factor on ratio from omitted supply effects: 2.68
tests ok
```
